# Zone-centre d-level shifts from ddσ hopping on hafnia's cation lattice

## Problem

In cubic hafnia, which has the fluorite structure, the hafnium ions form a face-centred cubic lattice with lattice constant $a$. Place five orthonormal d orbitals on each site. The on-site energies are $\varepsilon_t$ for the $t_{2g}$ orbitals ($xy$, $yz$, $zx$) and $\varepsilon_e$ for the $e$ orbitals ($x^2-y^2$, $3z^2-r^2$). Keep only the hopping between nearest neighbours, and of that only the two-centre integral $V\equiv V_{dd\sigma}$.

(a) Find the $5\times5$ hopping matrix of a bond with direction cosines $(l,m,n)$.

(b) Calculate the shifts of the $e$ and $t_{2g}$ levels from their on-site energies at the zone centre, $\mathbf k=0$.

(c) For $V<0$, decide whether the zone centre is the bottom of the bands, and whether it is the only minimum.

(d) Take $V=-0.5$ eV and $a=0.51$ nm, rough values in the regime of hafnia. Evaluate the shifts and estimate what the model leaves out.

## Solution

### (a) The bond matrix

Let $\mathbf u=(l,m,n)$ be the unit vector along the bond and $(x,y,z)$ a point on the unit sphere. With the common factor $c=\sqrt{5/4\pi}$, the normalized angular functions are

$$
d_{xy}=c\sqrt3\,xy,\qquad d_{x^2-y^2}=c\tfrac{\sqrt3}{2}(x^2-y^2),\qquad d_{3z^2-r^2}=\tfrac c2(3z^2-1),
$$

with $d_{yz}$ and $d_{zx}$ obtained cyclically. A σ bond joins the orbitals that have zero angular momentum about the bond axis. On each site there is one such orbital,

$$
d_\sigma=\tfrac c2\left[3(lx+my+nz)^2-1\right]=\sum_a f_a\,d_a .
$$

Since $V$ is the matrix element between the two $d_\sigma$ orbitals, the hopping between orbital $a$ on one site and orbital $b$ on the other is $Vf_af_b$.

To find the $f_a$, expand the square. The cross terms give $3c(lm\,xy+mn\,yz+nl\,zx)$, so

$$
f_{xy}=\sqrt3\,lm,\qquad f_{yz}=\sqrt3\,mn,\qquad f_{zx}=\sqrt3\,nl .
$$

In the remaining terms, use $x^2+y^2=1-z^2$ to write

$$
l^2x^2+m^2y^2=\tfrac12(l^2+m^2)(1-z^2)+\tfrac12(l^2-m^2)(x^2-y^2).
$$

After multiplication by $3c/2$, the last term is $\tfrac{3c}{4}(l^2-m^2)(x^2-y^2)$, which gives

$$
f_{x^2-y^2}=\tfrac{\sqrt3}{2}(l^2-m^2).
$$

What is left, with $l^2+m^2=1-n^2$, is

$$
c\left[\tfrac34(1-n^2)(1-z^2)+\tfrac32n^2z^2-\tfrac12\right]
=\tfrac c4(3n^2-1)(3z^2-1),
$$

and therefore

$$
f_{3z^2-r^2}=\tfrac12(3n^2-1).
$$

Because $d_\sigma$ is normalized, $\sum_a f_a^2=1$ for every bond.

### (b) The zone-centre shifts

The Bloch states are $|\mathbf k,a\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R,a\rangle$. With $\boldsymbol\delta$ running over the 12 nearest-neighbour vectors,

$$
H_{ab}(\mathbf k)=\varepsilon_a\delta_{ab}+V\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}f_a(\boldsymbol\delta)f_b(\boldsymbol\delta).
$$

At $\mathbf k=0$ all phases are one. The neighbours lie at $\tfrac a2(\pm1,\pm1,0)$ and the cyclic permutations, four in each coordinate plane, so two of the squared direction cosines are $\tfrac12$ and the third is zero. The squared amplitudes are:

| Orbital | 4 bonds in $xy$ | 4 in $yz$ | 4 in $zx$ | Sum over 12 |
|---|---|---|---|---|
| $xy$ | $3/4$ | $0$ | $0$ | $3$ |
| $x^2-y^2$ | $0$ | $3/16$ | $3/16$ | $3/2$ |
| $3z^2-r^2$ | $1/4$ | $1/16$ | $1/16$ | $3/2$ |

The orbitals $yz$ and $zx$ follow from $xy$ by cyclic permutation.

The off-diagonal sums vanish:

- Two different $t_{2g}$ orbitals never have amplitude on the same bond.
- For a $t_{2g}$ and an $e$ orbital, the $t_{2g}$ amplitude alternates in sign over its four bonds, while the $e$ amplitude is the same on all four.
- For the two $e$ orbitals, the product is zero in the $xy$ plane, $+\sqrt3/16$ on each $zx$ bond and $-\sqrt3/16$ on each $yz$ bond.

The orbitals are therefore eigenstates at the zone centre, with

$$
\boxed{E_e(0)=\varepsilon_e+\tfrac32V,\qquad E_{t_{2g}}(0)=\varepsilon_t+3V .}
$$

The trace confirms the count: $2\cdot\tfrac32+3\cdot3=12$, one unit for each bond. The $t_{2g}$ shift is larger because the lobes of these orbitals point along the face diagonals, towards the neighbouring cations.

### (c) Is the zone centre the band bottom?

Bonds come in pairs $\pm\boldsymbol\delta$ with equal amplitudes, so the exponentials combine into cosines. For any five-component vector $\mathbf v$,

$$
\mathbf v^\dagger[H(\mathbf k)-H(0)]\mathbf v
=V\sum_{\boldsymbol\delta}\left[\cos(\mathbf k\cdot\boldsymbol\delta)-1\right]\left|\sum_a f_a(\boldsymbol\delta)v_a\right|^2 .
$$

For $V<0$ no term is negative. By the min–max principle, each eigenvalue of $H(\mathbf k)$, taken in order of energy, is at least as high as the corresponding eigenvalue at $\mathbf k=0$. The zone centre is thus a minimum of every ordered band in this model, whatever the on-site splitting.

For the $t_{2g}$ level it is not the only minimum. Take $\mathbf k=(0,0,k_z)$. The $xy$ orbital has amplitude only on bonds in the $xy$ plane, where $\mathbf k\cdot\boldsymbol\delta=0$. Its energy remains $\varepsilon_t+3V$ along the whole axis, and its couplings to the other orbitals vanish as before. The $yz$ and $zx$ orbitals have corresponding flat lines along $k_x$ and $k_y$.

These lines are the bottom of the whole set of bands if $\varepsilon_t+3V\le\varepsilon_e+\tfrac32V$, as for equal on-site energies. If instead the $e$ level is the lower one at $\mathbf k=0$, the bottom is reached at the zone centre alone. By the identity above, a state at the bottom energy must then be a pure $e$ combination with no amplitude on any bond whose phase differs from one. An $e$ combination can vanish on the bonds of at most one coordinate plane, and the bonds of the other two planes generate the whole lattice, so $\mathbf k$ must be a reciprocal-lattice vector.

At $X=(0,0,2\pi/a)$, bonds in the $xy$ plane have phase $+1$ and the other eight have phase $-1$. The shifts there are

$$
xy:\ 3V,\qquad yz,zx:\ -3V,\qquad x^2-y^2:\ -\tfrac32V,\qquad 3z^2-r^2:\ V-\tfrac12V=\tfrac12V .
$$

The flat lines can be checked by counting states. A periodic crystal of $4\times4\times4$ primitive cells has three nonzero wavevectors on each axis. With equal on-site energies one expects $3+3\cdot3=12$ states at $3V$. Diagonalizing the 64-site real-space Hamiltonian gives a lowest level of $-1.500$ eV with degeneracy 12.

### (d) Numbers and neglected effects

For $V=-0.5$ eV,

$$
\Delta E_e=\tfrac32(-0.5)=-0.75\ \text{eV},\qquad
\Delta E_{t_{2g}}=3(-0.5)=-1.50\ \text{eV}.
$$

Both levels move down, and the separation $E_{t_{2g}}-E_e$ changes by $-0.75$ eV. The lattice constant enters these shifts only through $V$.

**π and δ hopping.** For the bond along $[110]$, use axes $u=(x+y)/\sqrt2$, $v=(y-x)/\sqrt2$ and $z$. Orbitals of type $uv$ and $uz$ form π bonds; $vz$ and $v^2-z^2$ form δ bonds. Since $xy=(u^2-v^2)/2$ is even in $v$ and $z$, it has no π part: its weights are $\tfrac34$ σ and $\tfrac14$ δ. The orbital $yz\propto uz+vz$ is half π and half δ, and so is $zx$. Thus $xy$ has four bonds of the first kind and eight of the second:

$$
\Delta E_{t_{2g}}=3V_\sigma+4V_\pi+5V_\delta .
$$

All five orbitals together must give $12V_\sigma+24V_\pi+24V_\delta$. Subtracting three times the $t_{2g}$ result and halving the remainder gives

$$
\Delta E_e=\tfrac32V_\sigma+6V_\pi+\tfrac92V_\delta .
$$

With the canonical ratios $V_\sigma:V_\pi:V_\delta=-6:4:-1$, the additional integrals are $V_\pi=0.333$ eV and $V_\delta=-0.083$ eV. The shifts become

$$
\Delta E_e=-0.75+2.00-0.375\approx0.88\ \text{eV},\qquad
\Delta E_{t_{2g}}=-1.50+1.33-0.42\approx-0.58\ \text{eV}.
$$

The $e$ shift changes sign. The σ-only result is correct for its model, but at these ratios it does not even give the direction of the full d–d shift of the $e$ level.

The answer to (c) is also limited to σ hopping. At $X=(0,0,2\pi/a)$ the eight bonds outside the $xy$ plane change sign, so the $xy$ shift becomes $3V_\sigma-4V_\pi-3V_\delta\approx-2.58$ eV. For equal on-site energies this is far below both zone-centre levels, so the zone centre is no longer the band bottom.

**Second neighbours.** Six cations lie at distance $a$ along the cube axes. If the hopping falls as the inverse fifth power of distance, $V_2=2^{-5/2}V=-0.088$ eV. The σ amplitudes of the $t_{2g}$ orbitals vanish on these bonds. For $3z^2-r^2$ the sum is $2\cdot1+4\cdot\tfrac14=3$, and for $x^2-y^2$ it is $4\cdot\tfrac34=3$. This σ hopping moves the $e$ level by a further $3V_2\approx-0.27$ eV. Second-neighbour π and δ hopping, at the canonical ratios, would change this to $-0.31$ eV and raise $t_{2g}$ by $0.21$ eV.

**Oxygen.** Each cation has eight oxygen neighbours, four from each of two sublattices, along the cube diagonals. An $e$ orbital is even under reflection of each coordinate, so its coupling to $p_j$ is odd in the $j$th direction cosine and even in the others. On the cube diagonals this makes it proportional to that cosine, which sums to zero over each sublattice's tetrahedron. At $\mathbf k=0$ the $e$ states therefore do not mix with oxygen p.

For $d_{xy}$ and $p_z$, the part of $p_z$ along the bond contributes $n\sqrt3\,lm\,V_{pd\sigma}$. The transverse part is $\mathbf t=\hat{\mathbf z}-n\mathbf u$, and its π coupling is $(lt_y+mt_x)V_{pd\pi}=-2lmn\,V_{pd\pi}$. The four directions of one sublattice have $lmn=1/(3\sqrt3)$, and those of the other have the opposite sign. The couplings of $d_{xy}$ to $p_x$ and $p_y$ are, by the same reflection argument, proportional to $m$ and $l$ on these bonds and sum to zero. The normalized difference of the two $p_z$ Bloch states couples with

$$
g=\sqrt2\left(\tfrac43V_{pd\sigma}-\tfrac{8}{3\sqrt3}V_{pd\pi}\right).
$$

Take the rough values $V_{pd\sigma}=-2.0$ eV, $V_{pd\pi}=0.9$ eV and an oxygen level $\varepsilon_p=-6.0$ eV. Set $\varepsilon_e=\varepsilon_t=0$ and omit O–O hopping. Then $|g|=5.73$ eV, and the upper $t_{2g}$ level is

$$
E_+=\frac{3V+\varepsilon_p}{2}+\sqrt{\left(\frac{3V-\varepsilon_p}{2}\right)^2+g^2}
=-3.75+\sqrt{2.25^2+5.73^2}\approx2.41\ \text{eV}.
$$

With $V=0$ and the other parameters fixed it is $3.47$ eV. Switching on $V$ thus lowers this level by $1.06$ eV instead of $1.50$ eV, because only part of the state is on the cation: its d weight is $0.73$ at $V=0$ and $0.68$ with $V$. Oxygen also places $t_{2g}$ about $3.2$ eV above $e$ at the zone centre, whereas ddσ hopping alone would put it below. Including the nearest-neighbour π and δ terms above reduces this separation to about $2.2$ eV. At $X$ the phases cancel the coupling of $xy$ to oxygen p, so with σ hopping that state stays at $3V=-1.50$ eV, below the zone-centre $e$ level at $-0.75$ eV. With ddσ hopping and equal on-site energies, adding oxygen mixing is thus enough, even without π and δ hopping, to move the bottom of the d bands away from the zone centre in this model.

**The real material.** The parameters above are rough and are not fitted to hafnia's bands. The ferroelectric phase is orthorhombic and polar, so the assumption of cubic symmetry fails in that phase. As an indication of scale only, a 2% stretch along $z$, with the same distance law, splits the $e$ pair and the $t_{2g}$ triplet by about $0.08$ and $0.07$ eV when only σ hopping is kept, and by about $0.15$ eV each with the canonical π and δ terms; these figures count d–d hopping only. Including the oxygen mixing above, with p–d hopping scaled as the inverse $7/2$ power of distance, leaves the $e$ splitting unchanged and lowers the $t_{2g}$ splitting to about $0.05$ and $0.11$ eV respectively. None of this simulates the ferroelectric distortion. A rough spin–orbit constant of $0.2$ eV splits pure-d $t_{2g}$ states by $0.30$ eV to first order and leaves $e$ unsplit; the oxygen mixing above reduces the $t_{2g}$ splitting to about $0.2$ eV. At $1$ MV/cm, a field of the order used to switch hafnia films, the potential energy changes by $0.036$ eV over the Hf–Hf distance of $0.36$ nm; $k_BT$ at 300 K is $0.026$ eV. For these parameters, the omitted π hopping and oxygen mixing matter far more than the field or the temperature. The values $3V/2$ and $3V$ are best used as the ddσ part of a fuller tight-binding Hamiltonian. The numerical output below lists most of the values used here.

## Numbers as computed

```
lattice constant a = 0.51 nm (rough)
Hf-Hf distance = 0.361 nm; Hf-O = 0.221 nm
dd-sigma hopping V = -0.50 eV (rough)
squared amplitudes on bonds [110], [101], [011]; sum over 12 bonds:
  xy      0.7500 0.0000 0.0000; 3.0000
  yz      0.0000 0.0000 0.7500; 3.0000
  zx      0.0000 0.7500 0.0000; 3.0000
  x2-y2   0.0000 0.1875 0.1875; 1.5000
  3z2-r2  0.2500 0.0625 0.0625; 1.5000
trace of the 12-bond sum = 12.0000
e shift = -0.750 eV; t2g shift = -1.500 eV
change of (t2g - e) separation = -0.750 eV
supercell: 64 sites, lowest level -1.500 eV, degeneracy 12
levels at X = (0,0,2pi/a), eV:
  xy -1.500, yz 1.500, zx 1.500, x2-y2 0.750, 3z2-r2 -0.250
Neglected effects:
dd-pi = 0.333 eV, dd-delta = -0.083 eV (canonical ratios)
  shifts with all dd terms: e 0.875 eV, t2g -0.583 eV
second-neighbour dd-sigma = -0.088 eV
  extra shifts: e -0.265 eV, t2g 0.000 eV
oxygen: pd-sigma -2.0, pd-pi 0.9, p level -6.0 eV (rough)
  t2g-oxygen coupling magnitude |g| = 5.731 eV
  upper t2g level: V=0 3.469 eV, with V 2.407 eV
  shift by V = -1.062 eV
  d weight: V=0 0.732, with V 0.683
  t2g - e with oxygen and V = 3.157 eV
spin-orbit constant = 0.20 eV (rough)
  first-order splitting: t2g 0.300 eV, e 0.000 eV
tetragonal stretch along z = 2.0 %
  splitting: e 0.081 eV, t2g 0.074 eV
potential energy drop over Hf-Hf distance at 1.0 MV/cm = 0.036 eV
kT at 300 K = 0.0259 eV
```
